\section*{Solid angles and the strain in a matched dilational cuboid, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: the solid-angle theorem}

Before the electron and hole states of a strained quantum dot are computed, one has to decide where the strain will come from. One choice is an elastic relaxation on a mesh that holds the dot and a large volume of its matrix. The other is a closed formula, evaluated wherever the electronic Hamiltonian needs it. For a cuboidal dot the theorem below states when the second choice is justified. It also tells which band-edge quantities need recomputing when the dot is made flatter at fixed composition: the valence splitting does, and the hydrostatic shift, in this model, does not. In a real cubic crystal the hydrostatic shift also depends on shape, by an amount estimated at the end.

\subsection{Setting and assumptions}

The dot occupies $V=\{|x_i|<a_i,\ i=1,2,3\}$, with outward unit normal $\mathbf n$. Let $\chi=1$ in $V$ and $\chi=0$ outside. The assumptions are these.

(H1) Dot and matrix have the same isotropic elastic constants: Lam\'e constants $\lambda,\mu$ and Poisson ratio $\nu$, with $\mu>0$ and $3\lambda+2\mu>0$. This is the meaning of ``matched''.

(H2) Cut free of the matrix, the dot would take up the uniform strain $\varepsilon_0\delta_{ij}$ relative to the matrix lattice. This is the meaning of ``dilational''. A positive $\varepsilon_0$ describes a dot that is too large for its hole.

(H3) The interface is coherent: displacement and traction are continuous across each face.

(H4) Strains are small enough for linear elasticity. The medium is infinite and free of external load, with displacement $\mathbf u=O(r^{-2})$ and strain $O(r^{-3})$ at large $r$. Near edges and corners the strain may diverge at most logarithmically.

The total strain is $\varepsilon_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i)$, measured everywhere from the matrix lattice. Stress arises from the part of it that is not the free misfit. With summation over the repeated index $k$,
\begin{align}
\sigma_{ij}&=\lambda\delta_{ij}(\varepsilon_{kk}-3\varepsilon_0\chi)+2\mu(\varepsilon_{ij}-\varepsilon_0\chi\delta_{ij})\nonumber\\
&=\lambda\delta_{ij}\varepsilon_{kk}+2\mu\varepsilon_{ij}-(3\lambda+2\mu)\varepsilon_0\chi\,\delta_{ij}.
\label{stress}
\end{align}

\paragraph{Theorem.} Under (H1)--(H4), at every interior point of the cuboid,
\begin{equation}
\varepsilon_{ii}=\frac{A}{4\pi}\,\Omega_i\quad\text{(no sum)},\qquad
A=\frac{1+\nu}{1-\nu}\,\varepsilon_0,
\label{theorem}
\end{equation}
where $\Omega_i=\Omega_i^++\Omega_i^-$ is the solid angle subtended at that point by the two opposite faces $x_i=\pm a_i$.

The factor $A/4\pi$ is the same for all three axes and all interior points. If straight rays leave the point uniformly in all directions, $\varepsilon_{ii}/A$ is the fraction of them that leaves through the pair of faces normal to axis $i$.

The proof has two parts. The first shows that a potential with a simple Laplacian solves the elastic problem. The second constructs that potential and differentiates it.

\subsection{Reduction to a potential}

\paragraph{Lemma 1.} Let $\varphi$ have a continuous gradient, with $\nabla^2\varphi=A$ inside $V$ and $\nabla^2\varphi=0$ outside. Let its second derivatives have one-sided limits on the faces away from edges, and let $\mathbf u=\nabla\varphi$ meet the growth conditions in (H4). Then $\mathbf u$ is the unique solution of the elastic problem.

\paragraph{Proof.} For $\mathbf u=\nabla\varphi$ the strain is $\varepsilon_{ij}=\partial_i\partial_j\varphi$ and its trace is $\nabla^2\varphi$. Away from the faces $\chi$ is constant, so equation~(\ref{stress}) gives
\begin{equation}
\partial_j\sigma_{ij}=\lambda\,\partial_i\nabla^2\varphi+2\mu\,\partial_i\nabla^2\varphi
=(\lambda+2\mu)\,\partial_i\nabla^2\varphi=0,
\end{equation}
because $\nabla^2\varphi$ is constant on each side.

It remains to balance the traction at the faces. Let $[f]$ denote the value of $f$ just inside minus the value just outside. Since $\nabla\varphi$ is continuous, its derivatives along the face agree on the two sides. Only the derivative taken twice along the normal can jump, so $[\partial_i\partial_j\varphi]=c\,n_in_j$. Taking the trace gives $c=[\nabla^2\varphi]=A$. The jump in traction is therefore
\begin{equation}
[\sigma_{ij}]n_j=\{\lambda A+2\mu A-(3\lambda+2\mu)\varepsilon_0\}\,n_i .
\label{traction}
\end{equation}
It vanishes if $A=\varepsilon_0(3\lambda+2\mu)/(\lambda+2\mu)$. With $\lambda=2\mu\nu/(1-2\nu)$,
\begin{align}
3\lambda+2\mu&=\frac{2\mu(3\nu+1-2\nu)}{1-2\nu}=\frac{2\mu(1+\nu)}{1-2\nu},\nonumber\\
\lambda+2\mu&=\frac{2\mu(\nu+1-2\nu)}{1-2\nu}=\frac{2\mu(1-\nu)}{1-2\nu},
\end{align}
whose ratio is $(1+\nu)/(1-\nu)$. This is the $A$ of equation~(\ref{theorem}), so traction is continuous.

For uniqueness, let $\mathbf w$ be the difference of two solutions. The misfit terms cancel in its stress $\sigma^w_{ij}=\lambda\delta_{ij}\varepsilon^w_{kk}+2\mu\varepsilon^w_{ij}$, which satisfies $\partial_j\sigma^w_{ij}=0$ on each side of the faces. Integrate twice the energy density over a large ball of radius $\rho$ and use the divergence theorem:
\begin{equation}
\int\sigma^w_{ij}\varepsilon^w_{ij}\,dV=\int\partial_j(w_i\sigma^w_{ij})\,dV
=\oint_{r=\rho}w_i\sigma^w_{ij}n_j\,dS .
\end{equation}
The two sides of each face contribute opposite amounts, since $\mathbf w$ and its traction are continuous. A tube of radius $\delta$ cut out around an edge contributes at most of order $\delta|\ln\delta|$, and a small sphere around a corner contributes less, so both vanish with $\delta$. The outer surface contributes $O(\rho^{-2}\rho^{-3}\rho^2)$, which vanishes as $\rho\to\infty$. The integrand on the left is
\begin{equation}
\sigma^w_{ij}\varepsilon^w_{ij}=\bigl(\lambda+\tfrac23\mu\bigr)(\varepsilon^w_{kk})^2
+2\mu\,\bigl|\varepsilon^w_{ij}-\tfrac13\delta_{ij}\varepsilon^w_{kk}\bigr|^2\ \ge 0 .
\end{equation}
By (H1) both coefficients are positive, so the strain of $\mathbf w$ vanishes. Then $\mathbf w$ is a rigid motion, and decay at infinity makes it zero. $\square$

\subsection{Construction of the potential}

Write $\mathbf R=\mathbf r-\mathbf r'$, $R=|\mathbf R|$, and take
\begin{equation}
\varphi(\mathbf r)=-\frac{A}{4\pi}\int_V\frac{dV'}{R}.
\label{phi}
\end{equation}

\paragraph{Lemma 2.} At any point off the faces,
\begin{equation}
\partial_i\varphi=\frac{A}{4\pi}\oint\frac{n_i\,dS'}{R},\qquad
\partial_i\partial_j\varphi=\frac{A}{4\pi}\oint\frac{n_i\,(x'_j-x_j)}{R^3}\,dS'.
\label{second}
\end{equation}

\paragraph{Proof.} At an interior point the integrand of equation~(\ref{phi}) is singular, so differentiation under the integral would need care. It can be avoided. Moving the observer by $h$ along axis $i$ gives the same integral as leaving the observer in place and moving the cuboid by $-h$. The moved cuboid has lost a slab of thickness $h$ at the face with $n_i=+1$ and gained one at the face with $n_i=-1$. The singular neighbourhood of the observer belongs to both cuboids and cancels. Hence
\begin{equation}
\int_V\frac{dV'}{|\mathbf r+h\mathbf e_i-\mathbf r'|}-\int_V\frac{dV'}{|\mathbf r-\mathbf r'|}
=-h\oint\frac{n_i\,dS'}{R}+O(h^2).
\end{equation}
Dividing by $h$, letting $h\to0$ and multiplying by $-A/4\pi$ gives the first formula, with a positive sign.

In the surface integral $R$ is bounded away from zero, so the second derivative may be taken under the integral:
\begin{equation}
\partial_j\frac1R=-\frac{x_j-x'_j}{R^3}=\frac{x'_j-x_j}{R^3}.
\end{equation}
This is the second formula. $\square$

\subsection{Proof of the theorem}

Set $j=i$ in equation~(\ref{second}). The normal has a component along axis $i$ on two faces alone. On $x'_i=a_i$, $n_i=1$ and the numerator is $a_i-x_i$. On $x'_i=-a_i$, $n_i=-1$ and the numerator is $-(-a_i-x_i)=a_i+x_i$. The two minus signs of the second face cancel, which is why the faces add. Therefore
\begin{equation}
\partial_i^2\varphi=\frac{A}{4\pi}\left[\int_{+}\frac{a_i-x_i}{R^3}\,dS'+\int_{-}\frac{a_i+x_i}{R^3}\,dS'\right].
\label{faces}
\end{equation}
Let $h$ be the perpendicular distance from the point to a face. The line of sight to the element $dS'$ makes an angle $\theta$ with the normal, and $\cos\theta=h/R$. The element subtends
\begin{equation}
d\Omega=\frac{\cos\theta\,dS'}{R^2}=\frac{h\,dS'}{R^3}.
\end{equation}
For an interior point both distances $a_i\mp x_i$ are positive, and the bracket in equation~(\ref{faces}) is $\Omega_i^++\Omega_i^-$.

The hypotheses of Lemma 1 must still be verified. Every ray from an interior point leaves through one face, apart from a set of directions of zero measure, so the six solid angles sum to $4\pi$ and $\nabla^2\varphi=A$. From an exterior point a ray that meets the cuboid enters through one face and leaves through another. With the signs of equation~(\ref{faces}) these crossings contribute $-d\Omega$ and $+d\Omega$, so $\nabla^2\varphi=0$.

The gradient is continuous because $1/R$ is integrable on a surface: a disc of radius $\delta$ on a face contributes at most $\int_0^\delta 2\pi s\,ds/s=2\pi\delta$ to $\oint dS'/R$ for a point above its centre, at any height, so the part of the integral near the point is uniformly small.

For the off-diagonal derivatives, use $(x'_j-x_j)/R^3=-\partial'_j(1/R)$ and integrate over $x'_j$ on the faces normal to $i$. With $k$ the third axis,
\begin{equation}
\partial_i\partial_j\varphi=-\frac{A}{4\pi}\sum_{s,t=\pm1}st\int_{-a_k}^{a_k}\frac{dx'_k}{R}
\bigg|_{x'_i=sa_i,\;x'_j=ta_j}\qquad(i\ne j).
\label{shear}
\end{equation}
This is a sum over the four edges parallel to $k$. It is smooth away from them and diverges logarithmically as an edge is approached. The solid angles are bounded and have one-sided limits on the faces.

Far away, $\varphi\simeq-A|V|/4\pi r$, so the displacement falls as $r^{-2}$ and the strain as $r^{-3}$. All hypotheses hold, $\mathbf u=\nabla\varphi$ is the solution, and $\varepsilon_{ii}=\partial_i^2\varphi$ is equation~(\ref{theorem}). $\square$

\subsection{Remarks on the field}

\paragraph{Shear.} Equation~(\ref{shear}) shows that shear strains are edge integrals and not solid angles. The potential is even in each coordinate, since the cuboid is symmetric under each reflection. Thus $\varepsilon_{ij}$ with $i\neq j$ is odd in both $x_i$ and $x_j$. All three shears vanish on the coordinate axes through the centre.

\paragraph{Exterior points.} Equation~(\ref{theorem}) remains true outside if each solid angle carries the sign of its perpendicular distance $a_i\mp x_i$. When the point crosses the face $x_i=a_i$ outwards, away from the edges, $\Omega_i^+$ changes from $2\pi$ to $-2\pi$. The normal strain $\varepsilon_{ii}$ drops by $A$, and the other two diagonal components are continuous.

\paragraph{Where the hypotheses enter.} If the dot has constants $C'_{ijkl}$ different from those of the matrix, equilibrium acquires the extra term $\partial_j\{\chi(C'_{ijkl}-C_{ijkl})(\varepsilon_{kl}-\varepsilon_0\delta_{kl})\}$. If the shear moduli differ, this term involves individual strain components, which vary through the cuboid, and the uniform source is in general lost. One mismatch is harmless. If both materials are isotropic with the same $\mu$ and the dot has a different first constant $\lambda'$, the term involves the trace alone. Since the trace vanishes outside, the traction balance of Lemma 1 then gives $A=\varepsilon_0(3\lambda'+2\mu)/(\lambda'+2\mu)$, and the solid-angle law holds with this $A$. If the free misfit is uniaxial along $z$, the driving term contains $2\mu\varepsilon_0\,\mathbf e_z\partial_z\chi$. This has a curl, and the gradient of a potential cannot balance it. In a cubic crystal with axes along the edges, inserting $\mathbf u=\nabla\varphi$ gives
\begin{equation}
\partial_j\sigma_{xj}=\partial_x\{C_{11}\varphi_{xx}+(C_{12}+2C_{44})(\varphi_{yy}+\varphi_{zz})\}
\label{cubic}
\end{equation}
away from the faces. The Laplacian appears when $C_{11}=C_{12}+2C_{44}$, which is the condition for isotropy.

\paragraph{An independent test.} The misfit term in equation~(\ref{stress}) acts as a body force $-\nabla\{(3\lambda+2\mu)\varepsilon_0\chi\}$. This is an outward force $(3\lambda+2\mu)\varepsilon_0\mathbf n$ per unit area of the faces. Kelvin's point-force solution therefore gives the displacement without any potential:
\begin{equation}
u_i=(3\lambda+2\mu)\varepsilon_0\oint\frac{1}{16\pi\mu(1-\nu)R}
\left[(3-4\nu)\delta_{ij}+\frac{R_iR_j}{R^2}\right]n_j\,dS'.
\end{equation}
This integral was evaluated by quadrature and differentiated by finite differences for cuboids of $20\times20\times6$ and $10\times6\times4$ nm, at three interior and two exterior points, with $\nu=0.3143$. The diagonal strains differed from the solid-angle law by at most $1.1\times10^{-8}$ of $A$.

\section{Second half: evaluation and electronic band edges}

The dot is the cuboid $|x_i|<a_i$ in an infinite isotropic matrix with the same elastic constants. Its free dilation relative to the matrix lattice is $\varepsilon_0$. The first half showed that the total strain inside is $\varepsilon_{ii}=A\Omega_i/4\pi$, with $A=\varepsilon_0(1+\nu)/(1-\nu)$ and $\Omega_i$ the solid angle of the two faces normal to axis $i$. It derives from a potential, $\varepsilon_{ij}=\partial_i\partial_j\varphi$, which is harmonic outside. Shear strains vanish on the coordinate axes through the centre.

The diagonal strains of the dot are now known in terms of the solid angles of its faces. It remains to evaluate those angles in closed form, to find the band edges that follow, and to estimate what the model neglects.
